Referee comment on modal gain and the power confinement factor

The manuscript argues that the active material amplifies light at the rate g per unit length, that a fraction Γ_P of the guided power travels in the active layer while the rest travels in passive material, and that the mode therefore grows at the rate Γ_P g. Since Γ_P is a fraction, it concludes, the modal gain can never exceed the material gain. For slow-light guides it multiplies the result by the ratio of group index to refractive index. I ask whether the active layer really adds power in proportion to the power flowing through it, and what follows if it does not.

**What the active layer responds to**

Take a guide that is uniform along z, with isotropic, nonmagnetic, lossless media of real index n(x,y). Fields vary as exp(iβz − iωt), and k0 = ω/c. The quantity g is defined by a plane wave in bulk active material, whose power grows as exp(gz). Its amplitude grows as exp(gz/2), so the index n_a becomes n_a − ig/(2k0). To first order in g, the relative permittivity changes by

δε = −i n_a g/k0.

A real index change accompanying the gain would shift the real part of β at this order, not the gain, and is left out; near a band edge it does matter, as noted below.

With ε now the full permittivity, Maxwell's equations are ∇×E = iωμ0 H and ∇×H = −iωε0 ε E. Hence

∇·(E×H*) = H*·(∇×E) − E·(∇×H*) = iωμ0|H|² − iωε0 ε*|E|².

Half the real part is the power added per unit volume:

−½ωε0 Im(ε)|E|² = g · ½n_a ε0 c|E|².

This is g times the intensity that a plane wave with the same electric field would carry. It is not g times the local axial power flow S_z. The manuscript's argument replaces the first by the second, and in a guide the two differ, because the field is not a single plane wave along z.

The guided power is P = F/2, with F = Re∫(E×H*)_z dA. No power escapes sideways, so dP/dz is the integral of the added power over the active region a. Setting dP/dz = GP and using the passive mode's fields, which is correct to first order in g, gives G = Γg with

Γ = n_a ε0 c ∫_a |E|² dA / F.

The manuscript's factor is instead Γ_P = ∫_a S_z dA / ∫ S_z dA.

**Where the group index enters**

Compare the passive mode (E, H, ω, β) with a slightly changed one (E′, H′, ω+δω, β+δβ), allowing a permittivity change δε as well. The same vector identity gives

∇·(E′×H* + E*×H′) = i δω μ0 H′·H* + i ε0 δ(ωε) E′·E*,

since the terms containing the unchanged ω and ε cancel. The left side varies along z as exp(iδβ z). Integrated over the cross-section, its transverse part vanishes and its z derivative gives iδβ times the integral of the z component, which is 2F to leading order. On the right,

δ(ωε) = δω d(ωn²)/dω + ω δε.

Let N = n + ω dn/dω be the material group index. Then d(ωn²)/dω = n² + 2nω dn/dω = 2nN − n². Also, for the passive mode E×H* does not depend on z, so integrating its divergence gives zero and ∫μ0|H|² dA = ∫ε0 n²|E|² dA. The magnetic term therefore cancels the −n², leaving

2F δβ = 2ε0 δω ∫nN|E|² dA + ωε0 ∫δε|E|² dA.   (A)

First set δε = 0. Then δω/δβ is the group velocity c/n_g, and F = (c/n_g) ε0 ∫nN|E|² dA. Inserting this into Γ gives

Γ = n_g n_a ∫_a|E|² dA / ∫nN|E|² dA = (n_g/N_a) f,

f = ∫_a nN|E|² dA / ∫nN|E|² dA.

Without material dispersion N = n, and f is the fraction of electric-field energy in the active region. For positive n and N, f cannot exceed one. Γ has no such limit: it exceeds one whenever n_g is larger than N_a/f. The group index belongs with f; it is not a correction to be attached to Γ_P.

**Why a gain above g is allowed**

The manuscript's upper limit fails for growth per unit length, but a mode indeed cannot outdo the material in growth per unit time. Set δβ = 0 in (A), which describes growth at fixed real β:

δω = −ω∫δε|E|² dA / (2∫nN|E|² dA) = i (c/2N_a) g f.

Energy grows at twice the imaginary part, (c/N_a) g f. The bulk rate is (c/N_a) g, so the mode never grows faster in time than the bulk. Dividing by the group velocity c/n_g recovers G = (n_g/N_a) f g. A slow mode spends more time on each micrometre, and gain per length counts that time.

**Slab guides**

For TE polarization the only electric component is E_y, and H_x = −βE_y/(ωμ0). Thus (E×H*)_z = β|E_y|²/(ωμ0) in every layer, so Γ_P = ∫_a|E|² dA / ∫|E|² dA. With n_eff = β/k0,

Γ = n_a ε0 c (ωμ0/β) Γ_P = (n_a/n_eff) Γ_P.

When the core is the active layer, its field consists of two plane waves tilted by θ from the axis, with n_eff = n_a cosθ. The factor n_a/n_eff = 1/cosθ is the extra length of the zigzag path. Because n_eff lies above the cladding index n_c, the factor is below n_a/n_c, and it tends to one at low contrast.

For TM polarization, E_x = βH_y/(ωε0n²) and E_z = i(dH_y/dx)/(ωε0n²). The forward flow is E_xH_y* = β|H_y|²/(ωε0n²). In the active layer

n_a ε0 c|E_x|² = (n_eff/n_a) β|H_y|²/(ωε0n_a²),

and therefore

Γ/Γ_P = (n_eff/n_a) [1 + ∫_a|E_z|² dA / ∫_a|E_x|² dA].

The longitudinal field E_z stimulates emission but carries no forward power. The equal weighting of the two terms assumes isotropic gain; in a quantum well the gain differs for fields across and along the layer, and each term must carry its own g. In an active slot of low index, n_eff/n_a itself can be well above one.

**Numbers for three guides**

I use round model parameters, a wavelength of 1.55 µm and g = 1000 cm⁻¹. The high-contrast slab is 0.30 µm wide, with n_a = 3.5, N_a = 3.8 and cladding index 1.45. Its fundamental TE mode has n_eff = 3.074, n_g = 3.947 and f = 0.982, so

Γ = (3.947/3.8) × 0.982 = 1.020.

The power fraction is 0.896, and the zigzag factor 3.5/3.074 = 1.139 brings it to the same 1.020. The modal gain is 1020 cm⁻¹, against 896 cm⁻¹ from the manuscript's rule, which is 12% below the correct value. In time the mode grows at 7.75 ps⁻¹, below the bulk 7.89 ps⁻¹.

The TM mode has n_g = 4.548 and f = 0.895, hence Γ = 1.072, while Γ_P = 0.894 is 17% too low. Here n_eff/n_a = 2.644/3.5 = 0.755, yet Γ/Γ_P = 1.199. The bracket in the TM formula must then be 1.59: the longitudinal field contributes 0.59 times as much as the transverse one.

The low-contrast slab, 0.20 µm of index 3.4 in 3.2, has Γ = 0.319 and Γ_P = 0.303 for TE. The manuscript's rule is 5% low, within the 6% that the index ratio 3.4/3.2 allows. Here it is a fair approximation.

The slot guide has a 0.05 µm active slot of index 1.5 between rails of index 3.5, each 0.18 µm wide, with an outer cladding of index 1.45. Its TM mode has Γ = 0.608 and Γ_P = 0.390. The ratio 1.559 is nearly all n_eff/n_a = 1.549; E_z adds under 1%. A factor below one is thus no sign that the power fraction is safe.

Solving each guide with the complex index, without perturbation theory, reproduces Γ to within one part in a thousand. Solving for complex frequency at fixed real β confirms the growth rate in time to the same tolerance.

The manuscript's slow-light correction, Γ_P n_g/n_a, gives 1.010, 1.162, 0.293 and 0.868 for the four modes in the order above. The first is 1% low, the next two are 8% high and 8% low, and the last is 43% high. The good TE value is an accident of these parameters: using N_a = 3.8 in place of n_a, as a dispersive core would suggest, turns it into 0.930.

**Slow light and the limit of the formula**

In a structure with period Λ along z, the fields are Bloch waves with wave number K. The derivation carries over with integrals over one unit cell, because the products of passive fields used above are periodic. Consider a plane wave crossing an infinite stack of 0.08 µm active layers (index 3.5) and 0.20 µm passive layers (index 1.45), without material dispersion. The power flow is the same at every z, so a power-weighted fraction is just the active length fraction, 0.286, at every frequency.

The correct factor behaves quite differently. Let δ be the relative frequency distance below the first band edge. For δ = 0.1, 0.01 and 0.001, n_g is 3.42, 9.26 and 28.8, while f changes only from 0.83 to 0.89. The last case gives

Γ = (28.76/3.5) × 0.893 = 7.34,

and the three values of Γ are 0.81, 2.34 and 7.34. For g = 10 cm⁻¹ the complex Bloch wave number confirms them.

This growth cannot continue to the edge. The Bloch condition has the form cos(KΛ) = C, with C = −1 at the edge. Write KΛ = π − q with q small, so that q² = 2(C + 1). Close to the edge C + 1 is linear in detuning and gain:

q² = 2(Aδ + iBg), with A, B > 0, and G = −2 Im K = (2/Λ) Im q.

If Bg ≪ Aδ, expanding the root gives Im q = Bg/√(2Aδ). This is the first-order result, with Γ ∝ 1/√δ. At δ = 0 the root of 2iBg has imaginary part √(Bg), so

G_edge = (2/Λ)√(Bg).

The growth rate of the Bloch wave is finite and goes as the square root of g. It belongs to the infinite stack and should not be read as the gain of a device: just inside the gap the same root gives (2/Λ)√(2A|δ|) even as g tends to zero, which is evanescence, and the transmission of a finite stack near the edge also depends on the reflections at its ends. The numbers show this: G_edge is 581 cm⁻¹ for g = 10 cm⁻¹ and 1162 cm⁻¹ for g = 40 cm⁻¹, a ratio of 2.00.

The expansion also says when Γ can be trusted. Let r = Bg/(Aδ). Using Im√(1+ir) = √[(√(1+r²) − 1)/2] and dividing by the first-order value r/2,

G/(Γg) = √[2(√(1+r²) − 1)]/r, where r = 2(Γg/G_edge)².

The expression for r follows from the two limits above. At δ = 0.001 and g = 1000 cm⁻¹, the square-root law gives G_edge = 581 × √100 = 5810 cm⁻¹, and Γg = 7337 cm⁻¹. So r = 3.2, the reduction factor is 0.68, and G/g should be about 5.0. The complex Bloch solution gives 4.99. The linear formula would overstate this gain by nearly half. All this takes the gain as a purely imaginary index change. If it brings a real change −αg/(2k0), as in semiconductors where α is typically a few, then Aδ becomes Aδ + αBg: the edge itself moves, and for small r the gain is about Γg/√(1 + αr). The formulas above then hold only with δ measured from the edge of the pumped structure.

**Changes requested**

The modal gain should be recomputed with Γ = (n_g/N_a) f or with the equivalent field integral, and the claimed upper limit should be restated for growth in time. The power fraction may stay for the low-contrast guides if its error is quoted. For the slow-light results near a band edge, r should be given at each operating point, and where r or αr is not small the mode should be solved with the gain and its accompanying index change included. All values used here are set in the numerical check.

Numbers as computed

```
Wavelength 1.55 um; material gain 1000 cm^-1
High-contrast core: n 3.5, N 3.8, width 0.30 um, cladding 1.45
Low-contrast core: n 3.4, width 0.20 um, cladding 3.2
Slot: n 1.5, width 0.05 um; rails n 3.5, N 3.8, 0.18 um each
High-contrast TE: n_eff 3.0739, n_g 3.9470
  power fraction 0.8958, energy fraction f 0.9819
  Gamma 1.0199, complex-mode G/g 1.0199
  wrong product Gamma_P n_g/n_a 1.0102
  growth rate in time / bulk rate 0.9819
High-contrast TM: n_eff 2.6438, n_g 4.5482
  power fraction 0.8940, energy fraction f 0.8953
  Gamma 1.0716, complex-mode G/g 1.0716
  wrong product Gamma_P n_g/n_a 1.1618
  growth rate in time / bulk rate 0.8953
Low-contrast TE: n_eff 3.2348, n_g 3.2893
  power fraction 0.3032, energy fraction f 0.3294
  Gamma 0.3187, complex-mode G/g 0.3188
  wrong product Gamma_P n_g/n_a 0.2933
  growth rate in time / bulk rate 0.3295
Slot TM: n_eff 2.3239, n_g 3.3378
  power fraction 0.3902, energy fraction f 0.2734
  Gamma 0.6083, complex-mode G/g 0.6083
  wrong product Gamma_P n_g/n_a 0.8682
  growth rate in time / bulk rate 0.2734
TE n_a/n_eff: high 1.1386, low 1.0511
Slot n_eff/n_a 1.5492, Gamma/Gamma_P 1.5590
High-contrast TE modal gain: true 1019.9, from power fraction 895.8 cm^-1
High-contrast TM modal gain: true 1071.6, from power fraction 894.0 cm^-1
Bulk growth rate 7.889 ps^-1, TE mode 7.747 ps^-1
Stack: n 3.5/1.45, layers 0.08/0.20 um, active length fraction 0.2857
Stack band edge at wavelength 1.5655 um; weak gain 10 cm^-1
Relative detuning 0.1: n_g 3.420, f 0.8292
  Gamma 0.8103, complex Bloch G/g 0.8103
Relative detuning 0.01: n_g 9.259, f 0.8856
  Gamma 2.3428, complex Bloch G/g 2.3428
Relative detuning 0.001: n_g 28.762, f 0.8928
  Gamma 7.3367, complex Bloch G/g 7.3358
Detuning 0.001, gain 1000 cm^-1: G/g 4.9858
At band edge: G 581.1 cm^-1 for g 10 cm^-1
At band edge: G 1162.3 cm^-1 for g 40 cm^-1, ratio 2.0000
```
